# Conductance Loss of a Single Interface Level in a MOS Capacitor, part 2

Traps at the interface between n-type silicon and its oxide exchange electrons with the conduction band. They lag behind an oscillating surface potential and so cause an electrical loss. This loss is known as seen from the silicon surface; an instrument, however, is connected to the gate.

There are $N_t$ traps per area at one energy, and a fraction $f$ of them is full. With capture coefficient $c_n$ and surface electron density $n$, the full rate law is

$$\frac{df}{dt}=c_n n(1-f)-c_n n_1 f .$$

The electrons are nondegenerate and stay in equilibrium with the bulk, so $n=n_se^{q\psi/kT}$. Here $n_s$ is the density at the bias point, $q>0$ the elementary charge, $kT$ the thermal energy and $\psi$ the surface-potential signal, of amplitude $\psi_a$. The level is half full when $n_s=n_1$. The equilibrium occupation is $f_0=n_s/(n_s+n_1)$, which is the Fermi function.

For a small signal of angular frequency $\omega$ and time factor $e^{i\omega t}$, the occupation changes by $\delta f$:

$$\tau\frac{d\,\delta f}{dt}+\delta f=f_0(1-f_0)\frac{q\psi}{kT},\qquad \tau=\frac{1}{c_n(n_s+n_1)}.$$

Equivalently, $\tau=f_0/(c_nn_s)$. The charge entering the trap branch, counted positive on the gate side, is $qN_t\,\delta f$ per area. The trap admittance per area $Y$, with parallel conductance $G_p$ and trap capacitance $C_{it}$, obeys

$$Y=\frac{i\omega C_{it}}{1+i\omega\tau},\qquad \frac{G_p}{\omega}=C_{it}\frac{x}{1+x^2},\qquad C_{it}=\frac{q^2N_t}{kT}f_0(1-f_0),$$

with $x=\omega\tau$. At fixed bias the maximum over frequency is $C_{it}/2$, at $x=1$, and the full width at half height is 1.144 decades.

The example has temperature 300 K, $N_t=10^{11}\ \mathrm{cm^{-2}}$, $c_n=10^{-8}\ \mathrm{cm^3/s}$, $n_s=10^{13}\ \mathrm{cm^{-3}}$ and $n_1=3\times10^{13}\ \mathrm{cm^{-3}}$. This gives $f_0=0.25$, $\tau=2.5\ \mathrm{\mu s}$, $q^2N_t/kT=0.6197\ \mathrm{\mu F/cm^2}$ and $C_{it}=0.1162\ \mathrm{\mu F/cm^2}$. The peak lies at 63.66 kHz. Numerical tests use $\omega\tau=0.1$, $0.3$, $1$, $3$ and $10$.

### Taking the oxide away

An instrument is connected to the gate, not to the silicon surface. Let $v_g$ be the small gate voltage and $C_{ox}$ the oxide capacitance per area. The oxide carries the voltage $v_g-\psi$, so the gate charge is $C_{ox}(v_g-\psi)$. It balances the charge in the silicon, $C_D\psi$, and the charge in the traps:

$$C_{ox}(v_g-\psi)=C_D\psi+qN_t\,\delta f .$$

Here $C_D$ is the capacitance of the silicon without traps. The equation describes a circuit: $C_D$ and $Y$ lie in parallel because they share the potential $\psi$, and $C_{ox}$ is in series with both.

Let $Y_s=G_p+i\omega C_p$ be the admittance of the parallel part, with $C_p=C_D+C_{it}/(1+x^2)$. Let $Y_m=G_m+i\omega C_m$ be the measured admittance. Impedances in series add, so

$$\frac1{Y_s}=\frac1{Y_m}-\frac1{i\omega C_{ox}},\qquad
Y_s=\frac{i\omega C_{ox}Y_m}{i\omega C_{ox}-Y_m}
=\frac{-\omega^2C_{ox}C_m+i\omega C_{ox}G_m}{-G_m+i\omega(C_{ox}-C_m)} .$$

Multiply numerator and denominator by $-G_m-i\omega(C_{ox}-C_m)$. The denominator becomes $G_m^2+\omega^2(C_{ox}-C_m)^2$, and the real part of the numerator becomes

$$\omega^2C_{ox}C_mG_m+\omega^2C_{ox}G_m(C_{ox}-C_m)=\omega^2C_{ox}^2G_m .$$

Therefore

$$\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.$$

For a very large $C_{ox}$ this reduces to $G_m/\omega$, as it should when the oxide takes up no voltage. The capacitance $C_D$ does not enter the formula, because it lies in parallel with the traps and adds only to the imaginary part of $Y_s$.

This step was tested by driving the nonlinear rate law through the oxide, with $C_{ox}=0.5$ and $C_D=0.05\ \mathrm{\mu F/cm^2}$. The gate charge gave $G_m$ and $C_m$, and the formula above then returned the single-level loss within one part in $10^4$ at the five frequencies.

### The peak without the correction

What does the terminal loss $G_m/\omega$ look like if the oxide is left in? Write $S=C_{ox}+C_D$ and $K=C_D+C_{it}/(1+ix)$, so that $Y_s=i\omega K$. The series connection gives

$$\frac{Y_m}{i\omega}=\frac{C_{ox}K}{C_{ox}+K}=C_{ox}-\frac{C_{ox}^2}{C_{ox}+K},\qquad
C_{ox}+K=\frac{S(1+ix)+C_{it}}{1+ix}.$$

Define

$$\tau_m=\tau\,\frac{S}{S+C_{it}}.$$

Then $S(1+ix)+C_{it}=(S+C_{it})(1+i\omega\tau_m)$. Also, since $x=\omega\tau_m(S+C_{it})/S$,

$$1+ix=\frac{S+C_{it}}{S}(1+i\omega\tau_m)-\frac{C_{it}}{S}.$$

Inserting both,

$$\frac{Y_m}{i\omega}=C_{ox}-\frac{C_{ox}^2}{S}+\frac{C_{ox}^2C_{it}}{S(S+C_{it})}\,\frac{1}{1+i\omega\tau_m}.$$

The left side is $C_m-iG_m/\omega$. Comparing imaginary parts,

$$\frac{G_m}{\omega}=\frac{C_{ox}^2C_{it}}{S(S+C_{it})}\,\frac{\omega\tau_m}{1+\omega^2\tau_m^2}.$$

The raw curve has the same shape as the true one, but another height and another position. Its shape gives no warning that the oxide is still included. In the example $S=0.55$ and $S+C_{it}=0.6662\ \mathrm{\mu F/cm^2}$. The raw maximum is

$$\frac{0.5^2\times0.1162}{2\times0.55\times0.6662}=0.0396\ \mathrm{\mu F/cm^2},$$

at $63.66\times0.6662/0.55=77.11$ kHz. Doubling this height would give a trap capacitance about 32 percent below the true $C_{it}$.

The shorter time has a simple origin. Hold the gate voltage fixed and disturb the traps. The charge balance with $v_g=0$ gives $\psi=-qN_t\,\delta f/S$: extra trapped electrons repel the surface electrons. Put this into the relaxation equation:

$$\tau\frac{d\,\delta f}{dt}=-\delta f-\frac{C_{it}}{S}\,\delta f=-\frac{\tau}{\tau_m}\,\delta f .$$

The traps work against their own filling and return to equilibrium faster than at fixed surface potential.

### Sweeping the bias instead

Suppose the frequency is fixed and the bias is swept. Then $n_s$ changes, and with it both $C_{it}$ and $\tau$. The proof that the peak lies at $x=1$ took them as constants and no longer applies.

Use the empty fraction $u=1-f_0=n_1/(n_s+n_1)$ as the variable. Then $\tau=u/(c_nn_1)$. With the fixed number $a=\omega/(c_nn_1)$ we have $x=au$, and the loss is

$$\frac{G_p}{\omega}=\frac{q^2N_t}{kT}\,u(1-u)\,\frac{au}{1+a^2u^2}.$$

It vanishes at $u=0$ and $u=1$ and is positive between them. Set the derivative of its logarithm to zero:

$$\frac2u-\frac1{1-u}-\frac{2a^2u}{1+a^2u^2}=0 .$$

The first and third terms combine to $2/[u(1+a^2u^2)]$. Hence $2(1-u)=u(1+a^2u^2)$, or

$$a^2u^3+3u-2=0,\qquad x^2=a^2u^2=\frac2u-3 .$$

The cubic rises steadily from $-2$ at $u=0$ to $a^2+1$ at $u=1$, so there is one root and one maximum. It coincides with $x=1$ when $u=1/2$, which requires $a=2$.

At low frequency, $a\ll1$, the root tends to $u=2/3$. The peak then sits at $f_0=1/3$, with $x\simeq2a/3$ far below one. At high frequency the term $3u$ becomes negligible, $u\simeq(2/a^2)^{1/3}$, and $x\simeq(2a)^{1/3}$ grows slowly with frequency. The peak then requires $n_s\simeq n_1(a^2/2)^{1/3}$, so in a real capacitor this trend can be followed in depletion only until that density reaches the doping.

The example shows the consequence. At 6.366 kHz the bias peak lies at $f_0=0.335$ and $x=0.089$, with a loss of $0.0122\ \mathrm{\mu F/cm^2}$. The trap capacitance at that bias is $0.6197\times0.3351\times0.6649=0.138\ \mathrm{\mu F/cm^2}$, so twice the peak is too small by a factor of more than five. At 63.66 kHz the peak lies at $x=0.749$ with $0.0732\ \mathrm{\mu F/cm^2}$. There $C_{it}=0.1526\ \mathrm{\mu F/cm^2}$, and doubling the peak comes out about 4 percent low. A bias peak can thus be nearly right at one frequency and badly wrong at another.

### What a set of frequency sweeps determines

A single frequency sweep gives $C_{it}$ from the height and $\tau$ from the position. It does not give $N_t$, because the product $N_tf_0(1-f_0)$ can be divided in many ways. Sweeps at several biases resolve this if $n_s$ is known at each. The peak frequencies obey

$$\omega_{\rm peak}=\frac1\tau=c_nn_s+c_nn_1,$$

a straight line in $n_s$ with slope $c_n$ and intercept $c_nn_1$. Their ratio gives $n_1$, hence $f_0$, and then

$$N_t=\frac{2kT}{q^2f_0(1-f_0)}\left(\frac{G_p}{\omega}\right)_{\max}.$$

The frequency peak is highest at the bias where $f_0=1/2$, with the value $q^2N_t/(8kT)$. This is $0.6197/8=0.0775\ \mathrm{\mu F/cm^2}$ for the example. When the level is nearly empty or nearly full, $f_0(1-f_0)$ is small and the peak fades.

### How small must the signal be?

The linear theory needs $q\psi_a\ll kT$. For the example at $x=1$, however, the nonlinear calculation shows a loss lower by just 0.001 percent at a surface amplitude of 5 mV, and by 0.53 percent at 25 mV, which is almost $kT/q$. This is surprisingly little. The change also grows by a factor of several hundred when the amplitude grows fivefold, whereas a quadratic correction would grow by 25. Something must cancel the quadratic term.

To find it, let $s=t/\tau$, $p=f_0(1-f_0)$, $g=\delta f$ and $v=\alpha\cos xs$, with $\alpha=q\psi_a/kT$. The full rate law is

$$\frac{dg}{ds}+g=p\,(e^v-1)-f_0(e^v-1)\,g .$$

Expand $g=g_1+g_2+g_3+\dots$ in powers of $\alpha$:

$$g_1'+g_1=pv,\qquad g_2'+g_2=\frac{pv^2}{2}-f_0vg_1,$$

$$g_3'+g_3=\frac{pv^3}{6}-f_0\left(vg_2+\frac{v^2g_1}{2}\right).$$

Set $x=1$ and $E=e^{is}$, so that $v=\tfrac{\alpha}{2}(E+E^*)$. A term in $E$ is divided by $1+i$, a term in $E^2$ by $1+2i$. The coefficient of $E$ in $g_1$ is $\alpha p/[2(1+i)]$. In $g_2$ the constant part and the coefficient of $E^2$ are

$$\frac{\alpha^2p}{4}(1-f_0),\qquad \frac{\alpha^2p}{4}\,\frac{1}{1+2i}\left(\frac12-\frac{f_0}{1+i}\right).$$

Collecting the terms in $E$ of the third equation gives the coefficient of $E$ in $g_3$ as $\dfrac{\alpha^3p}{16(1+i)}\,B$, with

$$B=1-f_0\left[2(1-f_0)+\frac{1}{1+2i}\left(1-\frac{2f_0}{1+i}\right)+\frac{2}{1+i}+\frac{1}{1-i}\right].$$

The second term in the bracket equals $[1+f_0+i(3f_0-2)]/5$, and the last two add up to $\tfrac32-\tfrac i2$. Hence

$$B=1-3.7f_0+1.8f_0^2+i\,(0.9f_0-0.6f_0^2).$$

The loss is proportional to minus the imaginary part of the coefficient of $E$. Since $1/(1+i)=(1-i)/2$, the relative change is $\tfrac{\alpha^2}{8}(\mathrm{Re}\,B-\mathrm{Im}\,B)$:

$$\frac{\delta G_p}{G_p}=\frac{\alpha^2}{8}\left(1-4.6f_0+2.4f_0^2\right)=\frac{\alpha^2}{8}(1-4f_0)\left(1-\tfrac35f_0\right).$$

At $f_0=1/4$ this vanishes. The chosen filling happens to remove the leading error at $x=1$, and the small printed changes are of higher order. They must not be taken as a general licence for large signals. For $f_0=1/2$ the same expression gives $-0.0875\,\alpha^2$, which is about $-8$ percent at 25 mV in this leading-order estimate. The numerical output probes the expansion at $f_0=1/4$ alone.

### From one level to many

Let the interface carry several levels that respond independently to the same $\psi$. Their admittances add. Each term obeys $x_j/(1+x_j^2)\le1/2$, so

$$\frac{G_p}{\omega}=\sum_jC_j\frac{x_j}{1+x_j^2}\le\frac12\sum_jC_j .$$

Equality requires all $x_j=1$ at one frequency, hence equal time constants. With a spread of time constants, the peak stays below half of the total trap capacitance.

A uniform continuum shows by how much. Let there be $D$ states per area and energy, over a range of many $kT$ on both sides of the Fermi level, all with the same $c_n$. A slice $dE$ acts as a single level with $N_t=D\,dE$ and $\tau=f_0/(c_nn_s)$. Put $y=\omega/(c_nn_s)$. Because $|df_0|=f_0(1-f_0)\,dE/kT$, the energy integral becomes an integral over occupation:

$$\frac{G_p}{\omega}=q^2D\int_0^1\frac{yf_0}{1+y^2f_0^2}\,df_0=q^2D\,\frac{\ln(1+y^2)}{2y}.$$

A direct sum over energies confirms this. For $y\gg1$, levels up to about $kT\ln y$ above the Fermi level contribute, so the range of states must extend several $kT$ beyond that energy for the formula to hold. The total static capacitance is $q^2D$, since the integral of $df_0$ is one. The maximum is $0.402\,q^2D$ at $y=1.98$, and the full width at half height is 1.46 decades instead of 1.14. Using the factor one half here would give a density about 20 percent too low. The width of the corrected peak tells these two cases apart.

### Where the model stops

The result rests on one relaxation time, on exchange with the conduction band alone and on contacts without resistance. Several effects break these conditions. If the trap also exchanges holes at a comparable rate, the balance for $f$ gains two terms and the trap current no longer flows through the conduction band alone. If the surface potential varies along the interface, $n_s$ and hence $\tau$ vary too. As long as all traps see the same signal $\psi$, the bound above puts the peak below half of the total. Regions much wider than the oxide thickness do not share one signal: each has its own $C_D$ and its own $\psi$. The oxide correction then gives extra weight to the traps in regions of small $C_D$, and the bound no longer applies to the extracted peak, which can exceed half of the total. Traps inside the oxide, reached by tunnelling, bring time constants of their own. A resistance in series with the capacitor adds a loss unrelated to traps, and it must be subtracted from the measured impedance before the formula for $G_p/\omega$ in terms of $G_m$ and $C_m$ is used.

## Calculated quantities

```
temperature = 300 K, kT/q = 25.852 mV
trap density N_t = 1.0e+11 cm^-2
capture coefficient c_n = 1.0e-08 cm^3/s
surface density n_s = 1.0e+13 cm^-3
half-filling density n_1 = 3.0e+13 cm^-3
oxide capacitance C_ox = 0.500 uF/cm^2
depletion capacitance C_D = 0.050 uF/cm^2
equilibrium occupation f0 = 0.2500
level above Fermi level (degeneracy absorbed) = 28.40 meV
time constant tau = 2.5000 us
q^2 N_t/(kT) = 0.6197 uF/cm^2
trap capacitance C_it = 0.11620 uF/cm^2
C_it from static charge difference = 0.11620 uF/cm^2
small-signal amplitude in simulations = 0.10 mV
Gp/omega in uF/cm^2: surface drive, via oxide, formula
  omega*tau =  0.1: 0.011505, 0.011505, 0.011505
  omega*tau =  0.3: 0.031982, 0.031982, 0.031982
  omega*tau =  1.0: 0.058102, 0.058102, 0.058102
    heat = 0.116203 nW/cm^2, G*amplitude^2/2 = 0.116203 nW/cm^2
  omega*tau =  3.0: 0.034861, 0.034861, 0.034861
  omega*tau = 10.0: 0.011505, 0.011505, 0.011505
peak frequency = 63.662 kHz
peak Gp/omega = 0.05810 uF/cm^2 = 3.6264e+11 electrons/(V cm^2)
peak / C_it = 0.50000
half-height omega*tau = 0.2679 and 3.7321
full width at half height = 1.1439 decades
raw terminal peak Gm/omega = 0.03964 uF/cm^2
raw terminal peak frequency = 77.112 kHz
bias sweeps at fixed frequency, values at the maximum:
  f = 6.366 kHz: f0 = 0.3351, omega*tau = 0.0887, loss = 0.01215 uF/cm^2
  f = 63.662 kHz: f0 = 0.4383, omega*tau = 0.7489, loss = 0.07321 uF/cm^2
  f = 636.620 kHz: f0 = 0.8009, omega*tau = 2.6544, loss = 0.03260 uF/cm^2
surface amplitude 5 mV: loss changes by -0.001 percent
surface amplitude 25 mV: loss changes by -0.533 percent
continuum peak: omega/(c_n n_s) = 1.9803, Gp/(omega q^2 D) = 0.4024
continuum full width at half height = 1.4572 decades
```
